Symmetric Anderson impurity with one bath site: self-energy, spectrum and quasiparticle factor

**Problem**

An impurity orbital d is coupled to a single bath orbital c at zero energy:

H = U n↑ n↓ − (U/2)(n↑ + n↓) + V Σ_σ (d†_σ c_σ + c†_σ d_σ),  n_σ = d†_σ d_σ.

Here U > 0 is the repulsion on the impurity and V > 0 is the hopping. The chemical potential is zero, the temperature is zero, and ħ = 1. The particle number is free, so the ground state is the lowest state among all particle numbers.

(a) Find the ground state and its energy.

(b) Find the positions and weights of the peaks in the impurity spectrum.

(c) Find the impurity Green function G(w) and the self-energy Σ(w), leaving out its constant Hartree part.

(d) Find Z = 1/(1 − Σ'(0)). How is Z related to the peaks?

(e) Evaluate the results for U = 6V.

**Solution**

**(a) Ground state**

The replacement d_σ → d†_σ, c_σ → −c†_σ leaves H unchanged. In the hopping term, d†c becomes −d c† = c†d, and c†d becomes d†c. The impurity terms equal U(n↑ − 1/2)(n↓ − 1/2) − U/4, and n_σ → 1 − n_σ changes both brackets' signs. States with N and 4 − N electrons therefore have equal energies, and N = 0, 1, 2 suffice.

*No electrons.* The energy is 0.

*One electron.* In the basis d†_σ|vac⟩, c†_σ|vac⟩ the diagonal energies are −U/2 and 0, and the coupling is V. The eigenvalues obey

E(E + U/2) − V² = 0,

E = (−U ± r)/4,  r = √(U² + 16V²).

Write the lower state as (cosφ d†_σ − sinφ c†_σ)|vac⟩. Its energy is

−(U/2)cos²φ − 2V sinφ cosφ = −U/4 − (U/4)cos2φ − V sin2φ.

This is lowest when (cos2φ, sin2φ) is parallel to (U/4, V), so

cos2φ = U/r,  sin2φ = 4V/r.

The upper state is the orthogonal combination (sinφ d†_σ + cosφ c†_σ)|vac⟩.

*Two electrons.* In the triplet with both spins up, the Pauli principle forbids hopping, so the energy is −U/2. Spin symmetry gives the other two triplet states the same energy. The singlets are built from

S = (d†↑c†↓ − d†↓c†↑)|vac⟩/√2,  D = d†↑d†↓|vac⟩,  C = c†↑c†↓|vac⟩.

S has impurity energy −U/2. D has U − U = 0, and C has 0. The hopping term moves one electron at a time. Acting on D it gives

V(c†↑d†↓ + d†↑c†↓)|vac⟩ = V(−d†↓c†↑ + d†↑c†↓)|vac⟩ = √2 V S.

Acting on C it gives V(d†↑c†↓ + c†↑d†↓)|vac⟩, which is the same state √2 V S. Hence (D − C)/√2 decouples with energy 0, while P = (D + C)/√2 couples to S with strength 2V. The pair S, P has diagonal energies −U/2 and 0, so

E(E + U/2) − 4V² = 0,

E = (−U ± R)/4,  R = √(U² + 64V²).

The lower state is

|0⟩ = cosθ S − sinθ P,  E0 = −(U + R)/4.

The angle follows as before, with V replaced by 2V:

cos2θ = U/R,  sin2θ = 8V/R.

Since R > r > U, E0 lies below the lowest one-electron energy −(U + r)/4, below the triplet energy −U/2, and below 0. The ground state is therefore this unique two-electron singlet.

**(b) Peaks**

At zero temperature the Green function for spin up is

G(w) = Σ_n |⟨n|d†↑|0⟩|²/[w − (E_n − E0)] + Σ_m |⟨m|d↑|0⟩|²/[w + (E_m − E0)],

where w carries a small positive imaginary part. Adding an electron gives peaks at positive w, and removing one gives peaks at negative w.

For removal, d↑S = c†↓|vac⟩/√2 and d↑P = d†↓|vac⟩/√2, so

d↑|0⟩ = (cosθ c†↓ − sinθ d†↓)|vac⟩/√2.

Its overlaps with the lower and upper one-electron states are

lower: (−cosφ sinθ − sinφ cosθ)/√2 = −sin(θ+φ)/√2,

upper: (−sinφ sinθ + cosφ cosθ)/√2 = cos(θ+φ)/√2.

The excitation energies are

w1 = −(U + r)/4 + (U + R)/4 = (R − r)/4,

w2 = (−U + r)/4 + (U + R)/4 = (R + r)/4.

The particle-hole replacement exchanges d and d† and maps the unique ground state onto itself up to a phase. The addition peaks therefore mirror the removal peaks. The spectrum has peaks at ±w1, each of weight a1, and at ±w2, each of weight a2:

a1 = sin²(θ+φ)/2,  a2 = cos²(θ+φ)/2.

For U > 0 both angles lie between 0 and 45°, so neither weight vanishes and there are four peaks. For U = 0 both angles equal 45°. The outer weight is then zero, and two peaks remain at ±V, the bonding and antibonding levels.

**(c) Green function and self-energy**

Each symmetric pair of poles combines as 1/(w − w1) + 1/(w + w1) = 2w/(w² − w1²). With 2a1 + 2a2 = 1,

G(w) = 2a1 w/(w² − w1²) + 2a2 w/(w² − w2²)

= w(w² − M)/[(w² − w1²)(w² − w2²)],  M = 2a1w2² + 2a2w1².

The combinations of w1 and w2 needed here are

w1² + w2² = (R² + r²)/8 = (2U² + 80V²)/8 = U²/4 + 10V²,

w2² − w1² = Rr/4,

w1w2 = (R² − r²)/16 = 3V².

For the weights, let K = cos(2θ + 2φ). Then

K = cos2θ cos2φ − sin2θ sin2φ = (U² − 32V²)/(Rr),

2a1 = (1 − K)/2,  2a2 = (1 + K)/2.

Inserting these into M gives

M = (w1² + w2²)/2 − K(w2² − w1²)/2

= U²/8 + 5V² − (U² − 32V²)/8 = 9V².

The Green function is therefore

G(w) = w(w² − 9V²)/[w⁴ − (10V² + U²/4)w² + 9V⁴].

The self-energy is defined by comparison with the problem without repulsion. For an impurity level ε, that problem obeys (w − ε)G − VF = 1 and wF − VG = 0, where F is the bath-impurity element of the Green function. Eliminating F gives 1/G = w − ε − V²/w. With repulsion, the full self-energy is subtracted from the right-hand side. Here ε = −U/2, and the Hartree part is U⟨n↓⟩ = U/2, because particle-hole symmetry fixes ⟨n↓⟩ = 1/2. The two constants cancel, leaving

Σ(w) = w − V²/w − 1/G(w).

Over the common denominator w(w² − 9V²), the first two terms are

w − V²/w = (w² − V²)(w² − 9V²)/[w(w² − 9V²)] = (w⁴ − 10V²w² + 9V⁴)/[w(w² − 9V²)].

Subtracting 1/G leaves the term (U²/4)w² in the numerator:

**Σ(w) = (U²/4) w/(w² − 9V²).**

Partial fractions show its origin:

Σ(w) = (U²/8)[1/(w − 3V) + 1/(w + 3V)].

At U = 0 the levels are (d ± c)/√2 with energies ±V, the lower one filled. An added spin-up electron can use the repulsion once to create a spin-down particle-hole pair. The result is two particles and one hole, each costing V, hence the pole at 3V. Each of the three has amplitude 1/√2 on the impurity, so the squared amplitude is U²/8. The reverse process, two holes and one particle, gives the pole at −3V. This is second-order perturbation theory, and here it coincides with the exact result: the higher orders add up to zero.

The result requires zero temperature. At finite temperature, excited initial states contribute other transitions. The smallest excitation energy is w1, so k_BT must be small compared with w1.

**(d) Quasiparticle factor**

Near w = 0 the denominator of Σ is −9V², so

Σ(w) ≈ −U²w/(36V²),  Σ'(0) = −U²/(36V²),

**Z = 1/(1 + U²/(36V²)).**

This is not the weight of a peak at w = 0: G(0) = 0, and no peak lies there. To see what Z describes, keep only the linear term of Σ:

1/G ≈ w/Z − V²/w,

G ≈ Zw/(w² − ZV²) = (Z/2)[1/(w − √Z V) + 1/(w + √Z V)].

In this approximation there are two peaks at ±√Z V with total weight Z. They stand for the inner pair, whose exact total weight follows from the pole of G at w² = w1²:

2a1 = (9V² − w1²)/(w2² − w1²).

For U ≫ V, w2 → U/2 and w1 = 3V²/w2 → 6V²/U. Then 2a1 → 36V²/U², which is also the limit of Z, and √Z V → 6V²/U agrees with w1. In this limit the outer peaks approach ±U/2, the energies for adding or removing an electron on an isolated, singly occupied impurity.

**(e) Numbers for U = 6V**

The roots are R = √(36 + 64) V = 10V and r = √(36 + 16) V = √52 V. Hence

E0 = −(6 + 10)V/4 = −4V,

w1 = (10 − √52)V/4 = 0.6972V,

w2 = (10 + √52)V/4 = 4.3028V.

The angles follow from tan2θ = 8/6 and tan2φ = 4/6: θ = 26.565° and φ = 16.845°. The weights are a1 = 0.2361 and a2 = 0.2639 per peak. The impurity is doubly occupied with probability sin²θ/2 = 0.10, compared with 1/4 at U = 0.

The self-energy at w = 2V can be found directly from the peaks:

G = [0.4723 × 2/(4 − 0.6972²) + 0.5277 × 2/(4 − 4.3028²)]/V = 0.196/V.

Thus 1/G = 5.1V, while w − V²/w = 1.5V, so Σ = −3.6V. The closed formula gives 9 × 2V/(4 − 9) = −3.6V as well.

The quasiparticle factor is Z = 1/(1 + 36/36) = 0.5. The linear approximation puts the inner peaks at ±0.707V with total weight 0.5; the exact values are ±0.697V and 0.472. Other interaction strengths compare as follows:

| U/V | w1/V | √Z | 2a1 | Z |
|---|---|---|---|---|
| 1 | 0.9848 | 0.9864 | 0.9663 | 0.9730 |
| 6 | 0.6972 | 0.7071 | 0.4723 | 0.5000 |
| 24 | 0.2418 | 0.2425 | 0.0581 | 0.0588 |

Relative to the exact inner weight, Z is too large by about 6% at U = 6V and by about 1% at U = 24V.

The effect of temperature shows at the imaginary frequency w = iV, where the formula gives Σ = 9i V/(−1 − 9) = −0.90i V. At finite temperature the Green function is a sum over all pairs of the 16 states, G(w) = Σ_{m,n} |⟨m|d↑|n⟩|² (p_m + p_n)/[w − (E_n − E_m)], where p_m is the Boltzmann probability of state m. Evaluating this sum numerically and using Σ = w − V²/w − 1/G gives Σ = −2.49i V at k_BT = V. That temperature exceeds w1, and the zero-temperature formula no longer applies.

Numbers in the example were calculated in double precision.
